\section*{From the energy of a frozen spin spiral to a magnon energy}

\section*{Problem}

An electronic-structure calculation for a ferromagnetic metal with one magnetic atom per primitive cell holds the atomic moments in a frozen spiral. Every moment is tilted by $\theta=30^\circ$ from the magnetisation axis $\hat z$, and its azimuth advances from atom to atom with wavevector $\mathbf q$. The spiral costs $\Delta E=10$ meV per atom relative to the ferromagnetic state. The atomic moment is $M=m\mu_B$ with $m=2.2$.

Assume that the moments have fixed length and come from spin alone, with $g=2$. Neglect spin-orbit coupling and dipolar fields, and describe the energy by bilinear exchange,
\begin{equation}
E_{\rm tot}=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,\qquad J_{ij}=J(\mathbf R_j-\mathbf R_i)=J_{ji},
\label{eq:H}
\end{equation}
where $\mathbf e_i$ is the unit vector along moment $i$. Each pair appears twice in the sum.

\begin{enumerate}
\item[(a)] How does $\Delta E$ depend on $\theta$ and on the exchange constants?
\item[(b)] At what rate does the spiral precess when it is released?
\item[(c)] What is the energy of one magnon of wavevector $\mathbf q$, in meV?
\item[(d)] How many magnons per atom does the $30^\circ$ spiral hold, and why does dividing $\Delta E$ by this number not give the answer to (c)?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Write the three components of $\mathbf e_i$ and form the scalar product of two moments. It depends on the difference of their azimuths.
\item[(b)] The torque equals the rate of change of the angular momentum, not of the magnetic moment, so the two must be related first. An electron's spin is opposite to its moment, and a moment $m\mu_B$ carries spin angular momentum $\hbar m/g$.
\item[(c)] A magnon is the quantum of a small oscillation. Decide which value of $\theta$ this calls for, and use (a) to eliminate the exchange constants.
\item[(d)] One magnon reduces the magnitude of the total spin component along the axis by $\hbar$. Compare the average cost of the magnons in the cone with the cost of the first one.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Energy of the frozen spiral}

With $\phi_i=\mathbf q\cdot\mathbf R_i$ the moments are
\begin{equation}
\mathbf e_i=(\sin\theta\cos\phi_i,\ \sin\theta\sin\phi_i,\ \cos\theta).
\end{equation}
The scalar product of two of them is
\begin{align}
\mathbf e_i\cdot\mathbf e_j
&=\sin^2\theta\,(\cos\phi_i\cos\phi_j+\sin\phi_i\sin\phi_j)+\cos^2\theta\nonumber\\
&=\sin^2\theta\,\cos[\mathbf q\cdot(\mathbf R_j-\mathbf R_i)]+\cos^2\theta .
\label{eq:dot}
\end{align}
Define $J(\mathbf q)=\sum_{\mathbf R\ne0}J(\mathbf R)\cos(\mathbf q\cdot\mathbf R)$. The energy per atom is then
\begin{equation}
E(\mathbf q,\theta)=-\sin^2\theta\,J(\mathbf q)-\cos^2\theta\,J(0).
\end{equation}
The ferromagnet has $E=-J(0)$. Subtracting it and using $1-\cos^2\theta=\sin^2\theta$ gives
\begin{equation}
\Delta E=\sin^2\theta\,[J(0)-J(\mathbf q)] .
\label{eq:cost}
\end{equation}
Here $\sin^2 30^\circ=0.25$, so $J(0)-J(\mathbf q)=10/0.25=40$ meV.

Two limits are useful. For $\mathbf q\to0$ the cost vanishes, because all moments then turn together and, without spin-orbit coupling, the energy cannot depend on their common direction. For $\theta=90^\circ$ the spiral is flat and its cost is the full $J(0)-J(\mathbf q)$.

\subsection*{(b) Precession of the released spiral}

The effective field on moment $i$ is $\mathbf B_i=-(1/M)\,\partial E_{\rm tot}/\partial\mathbf e_i$, and the torque is
\begin{equation}
M\mathbf e_i\times\mathbf B_i=-\,\mathbf e_i\times\frac{\partial E_{\rm tot}}{\partial\mathbf e_i}.
\end{equation}
The spin angular momentum is $\mathbf L_i=-(\hbar m/g)\,\mathbf e_i$. Setting $d\mathbf L_i/dt$ equal to the torque, the two minus signs cancel:
\begin{equation}
\frac{d\mathbf e_i}{dt}=\frac{g}{\hbar m}\,\mathbf e_i\times\frac{\partial E_{\rm tot}}{\partial\mathbf e_i}.
\label{eq:eom}
\end{equation}
Since $\mathbf e_i$ appears in both orderings of each pair,
\begin{equation}
\frac{\partial E_{\rm tot}}{\partial\mathbf e_i}=-2\mathbf h_i,\qquad \mathbf h_i=\sum_{j\neq i}J_{ij}\mathbf e_j .
\end{equation}

Let $\mathbf u_i=(\cos\phi_i,\sin\phi_i,0)$, so that $\mathbf e_i=\sin\theta\,\mathbf u_i+\cos\theta\,\hat z$. The $x$ component of $\mathbf h_i$ contains
\begin{equation}
\sum_{\mathbf R\ne0}J(\mathbf R)\cos(\phi_i+\mathbf q\cdot\mathbf R)=J(\mathbf q)\cos\phi_i ,
\end{equation}
because the part with $\sin(\mathbf q\cdot\mathbf R)$ cancels between $\mathbf R$ and $-\mathbf R$. The $y$ component works the same way, and therefore
\begin{equation}
\mathbf h_i=\sin\theta\,J(\mathbf q)\,\mathbf u_i+\cos\theta\,J(0)\,\hat z .
\end{equation}
In the cross product the parallel terms drop out. With $\mathbf u_i\times\hat z=-\hat z\times\mathbf u_i$,
\begin{align}
\mathbf e_i\times\mathbf h_i
&=\sin\theta\cos\theta\,[J(0)\,\mathbf u_i\times\hat z+J(\mathbf q)\,\hat z\times\mathbf u_i]\nonumber\\
&=-\sin\theta\cos\theta\,[J(0)-J(\mathbf q)]\,\hat z\times\mathbf u_i .
\end{align}
Equation~\eqref{eq:eom} becomes
\begin{equation}
\frac{d\mathbf e_i}{dt}=\frac{2g}{\hbar m}\sin\theta\cos\theta\,[J(0)-J(\mathbf q)]\,\hat z\times\mathbf u_i .
\end{equation}
A rigid rotation about $\hat z$ at rate $\Omega$ has $d\mathbf e_i/dt=\Omega\sin\theta\,\hat z\times\mathbf u_i$. The ideal spiral thus keeps its cone angle. This motion need not be stable. It is stable on the eight-moment ring used below. On a bcc lattice (lattice constant 0.287 nm) with nearest-neighbour exchange, $q=5.1$ nm$^{-1}$ along a cube edge and the given cost, small perturbations transverse to $\mathbf q$ grow at $30^\circ$ by a factor $e$ in roughly one precession period; the growth slows strongly as $\theta\to0$. The rate of the ideal spiral is
\begin{equation}
\hbar\Omega(\theta)=\frac{2g}{m}\cos\theta\,[J(0)-J(\mathbf q)] .
\label{eq:omega}
\end{equation}

\subsection*{(c) The magnon energy}

For small $\theta$ the rate no longer depends on the amplitude, as for a harmonic oscillator, and the quantum of that oscillation is $\hbar\omega=\hbar\Omega(\theta\to0)$. Inserting $J(0)-J(\mathbf q)=\Delta E/\sin^2\theta$ from Eq.~\eqref{eq:cost},
\begin{equation}
\hbar\omega(\mathbf q)=\frac{2g\mu_B}{M}\,\frac{\Delta E}{\sin^2\theta}
=\frac{4}{m}\,\frac{\Delta E}{\sin^2\theta}\qquad(g=2).
\label{eq:main}
\end{equation}
The angle in this formula is the one at which $\Delta E$ was calculated. It may be large, because for bilinear exchange the quotient $\Delta E/\sin^2\theta$ does not depend on it. The exchange constants have dropped out, and with them the convention for counting pairs.

The numbers give
\begin{equation}
\hbar\omega=\frac{4}{2.2}\times\frac{10\ \text{meV}}{0.25}=1.8182\times40\ \text{meV}=72.7\ \text{meV},
\end{equation}
which corresponds to $\omega/2\pi=17.6$ THz. If the moment is known only as $2.2$ to two figures, values from $2.15$ to $2.25$ give $74.4$ to $71.1$ meV at fixed $\Delta E$ and $\theta$. The result is therefore quoted as 73 meV, with an uncertainty of about 2 meV from the moment.

The conversion was tested on quantum spins, where no classical equation of motion enters. The model is a ring of five spins with the Hamiltonian $-\sum_{i\neq j}J_{ij}\,\mathbf S_i\cdot\mathbf S_j/S^2$ ($\mathbf S_i$ in units of $\hbar$), nearest-neighbour coupling $J_1$ and second-neighbour coupling $0.3J_1$. The frozen energy is the expectation value in a product of spin states tilted by $30^\circ$, and $m=2S$. For $S=1/2$ and $S=1$, Eq.~\eqref{eq:main} reproduces the one-magnon energies from diagonalisation at all five wavevectors, with differences of order $10^{-14}J_1$, which is rounding error.

\subsection*{(d) Counting magnons in the cone}

The tilt reduces the magnitude of the spin component along the axis, per atom, from $\hbar m/g$ to $(\hbar m/g)\cos\theta$. Each magnon accounts for $\hbar$, so the number per atom is
\begin{equation}
n=\frac{m}{g}(1-\cos\theta)=1.1\times(1-0.8660)=0.147 .
\end{equation}
Dividing the cost by $n$ and using $\sin^2\theta=(1-\cos\theta)(1+\cos\theta)$,
\begin{equation}
\frac{\Delta E}{n}=\frac{g}{m}(1+\cos\theta)\,[J(0)-J(\mathbf q)]
=\hbar\omega\,\frac{1+\cos\theta}{2},
\end{equation}
which is 67.9 meV at $30^\circ$. This is an average over all magnons in the cone. The cost of adding one more at a given angle is
\begin{equation}
\frac{d\Delta E}{dn}=\frac{d\Delta E/d\theta}{dn/d\theta}
=\frac{2\sin\theta\cos\theta\,[J(0)-J(\mathbf q)]}{(m/g)\sin\theta}=\hbar\Omega(\theta).
\end{equation}
It falls from $\hbar\omega=72.7$ meV for the first magnon to $72.7\times0.8660=63.0$ meV at $30^\circ$, and the average lies between the two. The three energies merge as $\theta\to0$.

A direct time integration of Eq.~\eqref{eq:eom} shows the same fall. It used a ring of eight moments with $m=2.2$, an azimuth step of $3\pi/4$ and a second-neighbour coupling of $0.2J_1$, scaled so that the $30^\circ$ spiral costs 10 meV per atom. The precession rate gave $\hbar\Omega=72.72$ meV for a cone of $0.5^\circ$ and $62.98$ meV for $30^\circ$.

\subsection*{The result beside a real metal}

The given moment is that of bcc iron, roughly. In iron a small part of it is orbital: with a rough spectroscopic $g\approx2.09$ in place of 2, Eq.~\eqref{eq:main} gives about 76 meV, some 4 to 5 percent higher. With a rough spin-wave stiffness $D=2.8$ meV\,nm$^2$, the long-wave law $\hbar\omega=Dq^2$ places 72.7 meV near $q=\sqrt{72.7/2.8}\approx5$ nm$^{-1}$, a wavelength of about 1.2 nm. The input is thus of a reasonable size for iron, although it was not calculated for iron here. An iron electrode in a spin device departs from the assumptions in several ways.
\begin{itemize}
\item The electrons must follow the precessing moments adiabatically, which requires $\hbar\omega$ to be small against the exchange splitting. For a rough splitting of 2 eV the ratio is 3.6 percent. This is not a computed shift, and a small ratio alone does not guarantee adiabatic behaviour: the lowest spin-flip electron--hole excitation at wavevector $\mathbf q$ can lie well below the splitting. Where such excitations have the same energy as the magnon, it can decay into them, and the adiabatic formula does not give the resulting linewidth.
\item Dipolar fields enter on the scale $g\mu_B\mu_0M_s$, about a quarter of a meV, where $M_s$ is the magnetisation for a rough bcc lattice constant of 0.29 nm. This is about 0.3 percent of the magnon energy.
\item At 300 K, $k_BT=25.9$ meV, and thermal magnons are present. For non-interacting magnons with $\hbar\omega=Dq^2$ and volume $v$ per atom, the lost fraction of the magnetisation is
\begin{equation}
\frac{g}{m}\,v\int\frac{d^3q}{(2\pi)^3}\,\frac{1}{e^{Dq^2/k_BT}-1}=1.8\ \text{percent}.
\end{equation}
Equation~\eqref{eq:main} gives the magnon energy in the absence of these thermal magnons; the shift they cause is not computed here.
\end{itemize}
With several magnetic atoms per cell, Eq.~\eqref{eq:main} does not apply as it stands: the sublattices can differ in cone angle and in phase, and the magnon energies follow from a matrix problem.

\section*{Variation 1: exchange beyond the bilinear form}

\emph{Add the biquadratic energy $-\sum_{i\ne j}B_{ij}(\mathbf e_i\cdot\mathbf e_j)^2$. Can the magnon energy still be found from frozen spirals?}

Write $c=\cos(\mathbf q\cdot\mathbf R)$. Equation~\eqref{eq:dot} reads $\mathbf e_i\cdot\mathbf e_j=1-(1-c)\sin^2\theta$, and its square is
\begin{equation}
1-2(1-c)\sin^2\theta+(1-c)^2\sin^4\theta .
\end{equation}
The cost per atom therefore has the form $\Delta E=a\sin^2\theta+b\sin^4\theta$, with
\begin{align}
a&=\sum_{\mathbf R\ne0}[J(\mathbf R)+2B(\mathbf R)](1-c),\\
b&=-\sum_{\mathbf R\ne0}B(\mathbf R)(1-c)^2 .
\end{align}
For a small cone the $\sin^4\theta$ term is negligible. The energy is then that of bilinear exchange with $J(0)-J(\mathbf q)$ replaced by $a$, and $\hbar\omega=(2g/m)\,a$. A single angle gives $a+b\sin^2\theta$ instead of $a$. With two angles, let $s_k=\sin^2\theta_k$ and $y_k=\Delta E_k/s_k=a+bs_k$. Eliminating $b$,
\begin{equation}
a=\frac{s_1y_2-s_2y_1}{s_1-s_2}.
\label{eq:two}
\end{equation}

As an example, take the eight-moment ring with nearest-neighbour coupling alone, the same azimuth step, and an assumed ratio $B/J=0.1$. The cost at $30^\circ$ is again held at 10 meV per atom; the cost at $15^\circ$ is then 2.7518 meV. With $s_1=0.25$ and $s_2=0.06699$ one has $y_1=40$ meV and $y_2=41.08$ meV, so
\begin{equation}
a=\frac{0.25\times41.08-0.06699\times40}{0.1830}\ \text{meV}=41.5\ \text{meV}.
\end{equation}
This gives $\hbar\omega=75.4$ meV, and time integration at a cone of $0.5^\circ$ also gives 75.4 meV. The single-angle value of 72.7 meV is too low by 2.7 meV, or 3.6 percent of the correct value for this ring. The sign follows from $b<0$ for positive $B$; negative $B$ would make the single-angle value too high.

A moment whose length relaxes with the tilt also adds a $\sin^4\theta$ term to the energy, but it does more. If the length change $\delta$ enters the energy as $\alpha\,\delta\sin^2\theta+\tfrac12\kappa\,\delta^2$ with $\kappa>0$, minimising over $\delta$ gives $\delta=-(\alpha/\kappa)\sin^2\theta$ and an energy $-(\alpha^2/2\kappa)\sin^4\theta$. This adds to $b$ and leaves $a$ unchanged. The conversion from $a$ to $\hbar\omega$ is affected, however. With $\delta$ in units of $\mu_B$, the loss of axial spin per atom becomes $[m(1-\cos\theta)-\delta\cos\theta]/g\approx(m/2+\alpha/\kappa)\,\theta^2/g$, which differs from the rigid value $m\theta^2/2g$ at leading order. The relation $\hbar\omega=(2g/m)\,a$ rests on a fixed length, and the two-angle formula does not remove this correction.

\section*{Variation 2: the accuracy required of the energies}

\emph{The magnon energy is wanted to 1 meV. How accurate must $\Delta E$ be at $30^\circ$ and at $15^\circ$?}

At fixed $m$ and $\theta$, Eq.~\eqref{eq:main} is linear in $\Delta E$, so the errors are related by
\begin{equation}
\delta(\Delta E)=\frac{m\sin^2\theta}{2g}\,\delta(\hbar\omega).
\end{equation}
At $30^\circ$ this is $0.55\times0.25\times1$ meV $=0.14$ meV per atom. At $15^\circ$ it is $0.55\times0.06699\times1$ meV $=0.037$ meV per atom, nearly four times stricter. A smaller cone reduces the error from the biquadratic term of Variation 1 but makes the calculation more sensitive to numerical noise in the energies.

The two-angle formula is more demanding still. In Eq.~\eqref{eq:two} the $15^\circ$ energy enters $a$ with the weight
\begin{equation}
\frac{s_1}{s_2(s_1-s_2)}=\frac{0.25}{0.06699\times0.1830}=20.4 ,
\end{equation}
compared with $1/s_2=14.9$ for a single angle of $15^\circ$. An error in that energy alone must then stay below $1/(1.8182\times20.4)$ meV $=0.027$ meV per atom. If the two energies have independent errors of equal size and terms beyond $\sin^4\theta$ are negligible, the extrapolation pays off when the higher-order term it removes is larger than the noise it amplifies.

The main values on this sheet are listed in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
Input frozen-magnon cost: 10.0 meV per atom
Input cone half-angle: 30.0 degrees
Input moment: 2.20 Bohr magnetons
sin^2(theta): 0.2500 (no unit)
J(0)-J(q): 40.00 meV
Prefactor 2g/m: 1.8182 (no unit)
Adiabatic magnon energy: 1.1652e-20 J
Adiabatic magnon energy: 72.73 meV
Magnon frequency: 17.59 THz
Magnons per atom in the cone: 0.1474 (no unit)
Cost per magnon in the cone: 67.86 meV
Energy for moment 2.15: 74.42 meV
Energy for moment 2.25: 71.11 meV
Quantum ring, S=1/2, largest error: 1.3e-14 (units of J1)
Quantum ring, S=1, largest error: 7.1e-15 (units of J1)
Time integration, cone 0.5 degrees: 72.72 meV
Time integration, cone 30 degrees: 62.98 meV
Assumed biquadratic/bilinear ratio: 0.10 (no unit)
Biquadratic ring, cost at 15 degrees: 2.7518 meV per atom
Biquadratic ring, two-angle result: 75.41 meV
Biquadratic ring, time integration: 75.40 meV
Single-angle error in that ring: -2.68 meV
Rough exchange splitting: 2.0 eV
Magnon energy / splitting: 3.6 percent
Rough bcc lattice constant: 0.287 nm
Dipolar energy scale g muB mu0 Ms: 0.251 meV
Rough spin-wave stiffness: 2.8 meV nm^2
Temperature of use: 300 K
Thermal energy kT: 25.85 meV
Magnetisation lost to magnons: 1.8 percent
\end{verbatim}
